# Why Thermomigration Keeps Changing Phase Fractions in a Two-Phase Alloy

**Q.** A temperature gradient drives one component of an alloy to one end. Its concentration there rises, diffusion pushes back, and the flux stops. Why should an alloy of two phases behave differently?

**A.** Let us first see what does the pushing back. Take a binary alloy A–B in one dimension, with $c$ the fraction of B and $n$ the uniform number of sites per volume. I use the frame in which the two fluxes cancel, $J_A=-J_B=-J$. The entropy produced per volume and time is then

$$\sigma=-\frac{J_q}{T^2}\frac{dT}{dx}-\frac{J}{T}(\nabla\mu)_T,\qquad \mu=\mu_B-\mu_A=\frac{\partial g}{\partial c}.$$

Here $g(c,T)$ is the free energy per atom, $(\nabla\mu)_T$ is the part of the gradient of $\mu$ due to composition alone, and $J_q$ is the heat flux without the enthalpy carried by the atoms. To linear order $J$ responds to both forces:

$$J=-nM\left[(\nabla\mu)_T+\frac{Q}{T}\frac{dT}{dx}\right].\tag{1}$$

$Q$ is the reduced heat of transport, and $Q>0$ drives B to the cold side. I write the mobility as $M=Dc(1-c)/kT$. In an ideal solution $(\nabla\mu)_T=kT\,(dc/dx)/[c(1-c)]$, so (1) without a temperature gradient gives $J=-nD\,dc/dx$, and $D$ is the usual diffusion coefficient.

Let $x$ run from cold to hot with $G=dT/dx>0$. In one phase $(\nabla\mu)_T=g''\,dc/dx$, where $g''=\partial^2g/\partial c^2$. Setting $J=0$ gives

$$\frac{dc}{dx}=-\frac{QG}{g''T}.\tag{2}$$

This is your opposing gradient. It can form because $c$ is free to change and $g''>0$ makes $\mu$ change with it.

**Q.** And in two phases $c$ is not free?

**A.** The overall composition is free, but those of the phases are not. Call the phases S, poor in B, and P, rich in B. I assume local equilibrium. At a given temperature and pressure the common tangent fixes $c_S$, $c_P$ and one shared potential $\mu_e$:

$$\mu_S(c_S)=\mu_P(c_P)=\mu_e,\qquad g_P-g_S=\mu_e(c_P-c_S).\tag{3}$$

With $w$ the fraction of P, the overall composition is $X=(1-w)c_S+wc_P$, so $w=(X-c_S)/(c_P-c_S)$. The free energy of the mixture is

$$F=(1-w)g_S+wg_P=g_S+w(g_P-g_S)=g_S+\mu_e(X-c_S).$$

Hence $\partial F/\partial X=\mu_e$ and $\partial^2F/\partial X^2=0$. Adding B makes more P and leaves the potential as it was. The stiffness $g''$ that stopped the flux in one phase is replaced by zero.

There is a simple limit. At uniform temperature a sample with much P at one end and little at the other has the same $\mu_e$ everywhere. In this model, which has no interface energy, the uneven profile does not even out.

**Q.** But your sample is not at uniform temperature. The solvus lines slope, so $c_S$ and $c_P$ vary along it. That is a chemical gradient, and you have left it out.

**A.** The objection is right: a gradient exists. The question is whether it can adjust, so we need its size. Differentiate the potential of phase $i$ along its solvus line. With $s_i=-\partial g_i/\partial T$ we have $\partial\mu_i/\partial T=-\partial s_i/\partial c$ at fixed $c$, so

$$\frac{d\mu_e}{dT}=g_i''\frac{dc_i}{dT}-\frac{\partial s_i}{\partial c}.\tag{4}$$

Now differentiate the second relation in (3):

$$-s_P+\mu_e\frac{dc_P}{dT}+s_S-\mu_e\frac{dc_S}{dT}=\frac{d\mu_e}{dT}(c_P-c_S)+\mu_e\left(\frac{dc_P}{dT}-\frac{dc_S}{dT}\right).$$

The terms with $\mu_e$ as a factor cancel, which leaves $d\mu_e/dT=-(s_P-s_S)/(c_P-c_S)$. Put this into (4) and multiply by $T$:

$$Tg_i''\frac{dc_i}{dT}=T\frac{\partial s_i}{\partial c}-\frac{T(s_P-s_S)}{c_P-c_S}.$$

The enthalpy is $h_i=g_i+Ts_i$. Therefore $T\,\partial s_i/\partial c=\partial h_i/\partial c-\mu_e$, and by (3) $T(s_P-s_S)=h_P-h_S-\mu_e(c_P-c_S)$. The two $\mu_e$ cancel:

$$Tg_i''\frac{dc_i}{dT}=\frac{\partial h_i}{\partial c}-\frac{h_P-h_S}{c_P-c_S}\equiv B_i.\tag{5}$$

Since $(\nabla\mu)_T=g_i''(dc_i/dT)G=B_iG/T$, equation (1) becomes

$$J_i=-nM_i(Q_i+B_i)\frac{G}{T}.\tag{6}$$

The chemical gradient thus adds $B_i$ to the heat of transport. It may oppose or assist, but it is fixed by temperature and by the two phases. It cannot grow until the flux stops.

**Q.** Show me that it is not simply large enough to cancel $Q_i$.

**A.** That depends on the alloy. Take a tin–lead solder joint, with B = Pb, a tin-rich phase S and a lead-rich phase P. A simple model of both phases is

$$g_i=(1-c)(a_i-b_iT)+ce_i+\lambda_ic(1-c)+kT[c\ln c+(1-c)\ln(1-c)].$$

I choose round parameters that give roughly realistic solubilities. For S, $a=b=0$, $e=0.02$ eV and $\lambda=0.15$ eV. For P, $a=0.04$ eV, $b=5\times10^{-5}$ eV/K, $e=0$ and $\lambda=0.065$ eV. Solving (3) numerically at 423 K gives $c_S=0.0088$ and $c_P=0.824$.

The enthalpies are $h_S=0.0015$ eV and $h_P=0.0165$ eV, so the last term of (5) is $0.0150/0.815=0.0184$ eV. With $\partial h_i/\partial c=e_i-a_i+\lambda_i(1-2c_i)$,

$$B_S=0.1673-0.0184=0.149\ \text{eV},\qquad B_P=-0.0821-0.0184=-0.1005\ \text{eV}.$$

For $Q_S=Q_P=0.25$ eV, a rough assumed value, the sums are 0.399 eV in S and 0.150 eV in P. In the lead-rich phase the chemical gradient does oppose thermomigration, and removes about 40% of its force. In the tin-rich phase it assists. Lead still moves to the cold side in both.

**Q.** Those are fluxes inside each phase. How do they change the amounts?

**A.** Let the phases form columns parallel to the gradient, thin enough for neighbouring columns to stay in equilibrium. The fluxes then add by area. Define speeds towards the cold side,

$$u_i=M_i(Q_i+B_i)\frac GT,\qquad u=wu_P+(1-w)u_S,\qquad J=-nu.$$

Conservation of B reads $n\,\partial X/\partial t=-\partial J/\partial x$, or $\partial X/\partial t=\partial u/\partial x$. I hold $T(x)$ steady, so $c_S$ and $c_P$ at each place do not change in time, and

$$(c_P-c_S)\frac{\partial w}{\partial t}=(u_P-u_S)\frac{\partial w}{\partial x}+w\frac{du_P}{dx}+(1-w)\frac{du_S}{dx}.\tag{7}$$

There is no second derivative of $w$. A variation of the phase fraction is carried along at the speed $(u_S-u_P)/(c_P-c_S)$, counted towards the hot side. This speed depends on temperature, so the variation may be stretched and its height may change on the way. But no diffusion term smooths it, and $\partial w/\partial x$ does not enter the flux itself.

**Q.** Then suppose $w$ is uniform and $u_S$ and $u_P$ hardly vary. The right side of (7) vanishes and nothing changes. Your flux passes through and the fractions stay put.

**A.** In the interior, yes. A flux alone does not alter fractions; its divergence does. But the joint has ends, and if they are closed the flux must fall to zero there. Lead arrives at the cold end and cannot leave, so $w$ rises until S is used up. A layer of pure P then grows. At the hot end lead is removed and a layer of pure S grows.

To advance the P layer by $ds_c$, the composition must be raised from $X$ to $c_P$ over that distance. The lead comes from the flux, $u\,dt=(c_P-X)\,ds_c$. The hot layer follows in the same way:

$$\frac{ds_c}{dt}=\frac{u}{c_P-X},\qquad \frac{ds_h}{dt}=\frac{u}{X-c_S}.\tag{8}$$

Here $u$, $X$ and the solvus compositions are taken just ahead of each front. I have neglected the small change of composition within the layers.

This also settles the steady state. With closed ends, a steady state needs $J=0$ everywhere. If $Q_S+B_S$ and $Q_P+B_P$ are both positive, $u$ is positive for every $w$ between 0 and 1. No stretch of two-phase material can then be steady. If both are negative, the argument holds with hot and cold exchanged.

**Q.** Put numbers to the speeds. A flux may be real and still not matter.

**A.** Let the joint be 100 µm long, with 418 K at one end and 428 K at the other, so $G=0.1$ K/µm (1000 K/cm). The overall composition is $X=0.25$, which gives $w=(0.25-0.0088)/0.815=0.296$ at mid-length. I choose $D_S=2\times10^{-9}$ cm²/s and $D_P=2\times10^{-10}$ cm²/s at 423 K, both with an activation energy of 0.8 eV. In the units of this calculation these are 720 and 72 µm²/h. With $kT=0.03645$ eV,

$$u_S=\frac{720\times0.00875}{0.03645}\times0.399\times\frac{0.1}{423}=0.0163\ \text{µm/h}.$$

The same product for P, with $c_P(1-c_P)=0.145$, gives $u_P=0.0101$ µm/h. The mean is $u=0.296\times0.0101+0.704\times0.0163=0.0145$ µm/h. Mainly because diffusion is faster where the joint is hotter, $u$ runs from 0.0109 µm/h at the cold end to 0.0191 µm/h at the hot end.

At the start, (8) gives $0.0109/(0.833-0.25)=0.019$ µm/h for the cold layer and $0.0191/(0.25-0.0093)=0.079$ µm/h for the hot one. The hot layer is faster mainly because little lead has to be removed to leave pure S.

The interior is not quite idle either. Since $u$ is larger on the hot side, more lead enters a slice than leaves it. The mean slope of $u$ is about $8.2\times10^{-5}$ per hour, so $X$ should gain about 0.025 in 300 h.

**Q.** You built (8) by assuming sharp fronts and quiet layers. Does the joint do this if you do not tell it to?

**A.** I followed $X(x,t)$ numerically in 100 cells of 1 µm with closed ends. Each cell is split into phases by (3). The flux between cells is found from the differences in $\mu$, the partial entropies and $Q_i$; neither $B_i$ nor the layer law is used.

After 300 h the cold layer is 5.8 µm thick and the hot layer 21.0 µm. Integrating (8), with the local $u$ and with the slow drift of $X$ included, gives 5.8 and 21.0 µm. The gain of $X$ at mid-length is 0.024 in the simulation.

Counted in whole cells, the two-phase region shrinks from 100 µm to 74 µm at 300 h, 51 µm at 600 h, 30 µm at 900 h and 11 µm at 1200 h. This count includes the partly converted cells at the fronts and so exceeds the distance between the fronts by about 1 µm. By 1360 h, about 57 days, at most two cells still contain both phases.

A short estimate follows from (8). Since $c_P-X=(1-w)(c_P-c_S)$ and $X-c_S=w(c_P-c_S)$, the fronts approach each other at

$$\frac{u}{c_P-c_S}\left(\frac1{1-w}+\frac1w\right)=\frac{u}{(c_P-c_S)\,w(1-w)}.$$

The time to consume the length $L$ is therefore

$$t\approx\frac{L\,w(1-w)(c_P-c_S)}{u}=\frac{100\times0.296\times0.704\times0.815}{0.0145}\approx1170\ \text{h}.$$

This is 14% below the simulated time. It holds $u$ and $w$ at their initial mid-length values, whereas both change ahead of the moving fronts. Most of the gap comes from $w$, which has risen to about 0.41 where the fronts meet. Integrating (8) with the local $u$ and the drifting $X$ gives about 1360 h.

**Q.** So it does stop. What stops it, if there was no opposing gradient?

**A.** There is one now, inside the layers. Each is a single phase, its composition is free again, and (2) applies. But one point needs care: the layer must remain a single phase when that gradient forms. Compare the zero-flux slope (2) with the slope of the solvus, which by (5) is $dc_i/dx=B_iG/(g_i''T)$. Near the interface, where both start from the same composition, their difference obeys

$$\frac{d}{dx}(c-c_i)=-\frac{(Q_i+B_i)G}{g_i''T}.$$

Going from the interface towards the cold end, $c$ in the P layer rises above $c_P$ if $Q_P+B_P>0$. Going towards the hot end, $c$ in the S layer falls below $c_S$ if $Q_S+B_S>0$. Both moves lead out of the two-phase field. The same signs that separate the phases keep the separated layers free of the other phase.

For the joint, integrating (2) through both layers and conserving the lead puts the interface 29.3 µm from the cold end. The simulation also gives 29.3 µm. At the cold end $c=0.841$, above the solvus value 0.833; at the hot end $c=0.0077$, below 0.0093. In the final state a single cell, the one with the interface, still holds both phases.

**Q.** How would the same joint behave if it were one phase from the start?

**A.** Take $X=0.9$, which lies within the lead-rich phase, and keep the temperatures and $D_P$. Here $g''=0.03645/0.09-0.13=0.275$ eV. Between the centres of the outermost cells, 9.9 K apart, (2) predicts a difference in composition of $0.25\times9.9/(423\times0.275)=0.0213$. The simulation settles at 0.0213, and its flux, initially up to 0.013 µm/h, dies out. A shift of two atomic percent is enough to stop thermomigration in one phase. In the two-phase joint the phases had to separate first.

**Q.** You assumed equal signs in the two phases. With $B_P$ negative, that is not guaranteed.

**A.** No, and here the general claim fails. If $Q_P$ were below about 0.10 eV, lead in P would move to the hot side while lead in S still moved to the cold side. The net flux vanishes when $wu_P+(1-w)u_S=0$, that is, at

$$w^*=\frac{u_S}{u_S-u_P}.$$

For $Q_P=0$, with $Q_S$ unchanged, $w^*$ runs from 0.704 at the cold end to 0.706 at the hot end. A two-phase joint with this profile has no net flux. It is held by two opposed streams, not by a chemical gradient that has adjusted itself.

The profile also fixes the lead content. At mid-length it requires $X=0.0088+0.705\times0.815=0.58$, so our alloy with $X=0.25$ cannot fill the joint with it. What arrangement that alloy would reach for $Q_P=0$ I have not worked out.

**Q.** Interfaces cost energy, and crowding atoms at one end makes stress. Could these not supply the missing opposition?

**A.** They could, since they make the potential depend on more than temperature. Compare them with the drive over the whole joint. Weighting $Q_i+B_i$ by the share of each phase in the total mobility gives 0.296 eV, and hence $0.296\times10/423=7.0$ meV.

For an interface energy $\gamma$, an atomic volume $\Omega$ and a spherical domain of radius $r$, capillarity shifts $\mu_e$ by about $2\gamma\Omega/[r(c_P-c_S)]$. With rough values of 0.1 J/m², 0.028 nm³ and 1 µm this is 0.043 meV, or 0.6% of the drive. Since it varies as $1/r$, it would match the drive for a radius of about 6 nm. For columns the shift is half as large, and the matching radius is about 3 nm.

A stress difference of 20 MPa, acting on a difference in atomic volume of 0.003 nm³, gives 0.37 meV, about 5%. Neither stops the process here, but a much finer structure or a much larger stress might.

**Q.** How close is this joint to a real one?

**A.** The composition is near that of eutectic tin–lead solder. The gradient of 1000 K/cm is an assumed value; it means a difference of 10 K across 100 µm. The mobilities are the weakest input. They are effective values, meant to include fast paths such as grain boundaries. If both were ten times smaller, every time above would be ten times longer. Diffusion through the crystal lattice alone is slower by factors of hundreds to thousands at this temperature, and the separation would then take decades or more. The heats of transport are uncertain as well, and in this model the equal signs require $Q_P$ above about 0.10 eV. By (6), a heat of transport measured on a two-phase solder is already a mobility-weighted $Q_i+B_i$, not $Q_i$ itself.

Real joints also break the assumption of a fixed temperature profile. With rough heat conductivities of 35 W/(m K) for P and 65 W/(m K) for S, and the same end temperatures, the separated layers would have gradients of about 1500 K/cm in P and 800 K/cm in S. The flux in those layers has stopped, however. The region that still holds both phases has a conductivity between the two values, and its gradient stays within about 1% of the assumed one for columns parallel to the heat flow, and within about 10% even if the phases conduct in series.

The largest omission is current. For an effective charge number of 10 and a resistivity of 15 µΩ cm, electromigration equals the thermal drive at about 4700 A/cm². The example therefore describes an unpowered joint heated by its surroundings; in a joint carrying $10^4$ A/cm² the current would drive about twice as strongly as the temperature gradient.

Two other assumptions are safer. The chemical diffusivity of P is $D_P\,c_P(1-c_P)g_P''/kT=72\times0.48\approx35$ µm²/h, so diffusion across 1 µm of P takes about 0.03 h, far less than the time of separation, so neighbouring columns can stay in equilibrium. The hot end lies about 30 K below the eutectic temperature of roughly 460 K, so the joint stays solid. If the phases form isolated particles instead of columns, the averaging in $u$ must be replaced, and the particles may themselves migrate.
